# Bethe-ansatz tabulation of LDA correlation for one-dimensional contact fermions

## Two particles on a ring

Put two fermions of opposite spin on a ring of length \(L\), with \(\hbar=m=1\) and interaction \(g\,\delta(x_1-x_2)\), \(g>0\). At zero total momentum the relative coordinate \(x=x_1-x_2\) obeys \(-\psi''+g\delta(x)\psi=E\psi\). Integrating across \(x=0\) for an even function gives \(2\psi'(0^+)=g\psi(0)\). The even periodic solution is \(\psi=\cos[k(|x|-L/2)]\), with \(E=k^2\), so

\[
2k\tan(kL/2)=g .
\]

For small \(g\), \(\tan z\simeq z+z^3/3\) turns this into \(k^2L(1+k^2L^2/12)=g\), hence

\[
E=\frac gL-\frac{g^2}{12}+O(g^3).
\]

The first term is the mean-field energy. The second is \(-g^2/24\) per particle, independent of \(L\). For \(g\to\infty\), \(k\to\pi/L\): the wave function vanishes at contact and the energy saturates, while the mean-field energy grows without bound. Correlation must cancel that growth. The many-particle gas behaves in the same way.

## Definition of the functional

Take

\[
H=-\tfrac12\sum_i\partial_i^2+g\sum_{i<j}\delta(x_i-x_j),
\]

with equal spin populations, total density \(n\) and \(\gamma=g/n\). By scaling, the energy per particle is \(\varepsilon=n^2e(\gamma)\). With \(k_F=\pi n/2\), the kinetic energy per particle of the non-interacting gas is \(k_F^2/6=\pi^2n^2/24\). Only opposite spins meet, so Hartree plus exchange is \(gn_\uparrow n_\downarrow/n=gn/4\). Therefore

\[
\varepsilon_c=\varepsilon-\frac{\pi^2n^2}{24}-\frac{gn}{4}.
\]

At fixed \(g\), high density is weak coupling.

## Bethe equations

Write \(c=g\). In the sector \(x_1<\dots<x_N\), superpose plane waves with permuted momenta and spin-dependent amplitudes; antisymmetry fixes the other sectors. Let neighbouring momenta \((k_a,k_b)\) have amplitude \(A\) and the exchanged order amplitude \(B\). Put \(u=k_a-k_b\).

A spin triplet is spatially odd, so \(B=-A\). For a singlet, the contact condition is \(-iu(A-B)=c(A+B)\), so \(B=A(u-ic)/(u+ic)\). With the spin exchange \(\Pi=\pm1\) for triplet and singlet, both cases are

\[
B=-\frac{ic+u\Pi}{u+ic}A .
\]

Now attach each spin to its momentum instead of its position, and include the sign of the permutation. This multiplies \(B\) by \(-\Pi\), so exchanging neighbours acts as

\[
S_{ab}=\frac{u+ic\,\Pi_{ab}}{u+ic}.
\]

Let \(R_{ab}(u)=u+ic\Pi_{ab}\). Multiplying out and using \(\Pi_{12}\Pi_{13}=\Pi_{13}\Pi_{23}=\Pi_{23}\Pi_{12}\) verifies

\[
R_{12}(u-v)R_{13}(u)R_{23}(v)=R_{23}(v)R_{13}(u)R_{12}(u-v).
\]

Different sequences of exchanges thus agree, and the ansatz is consistent.

Carrying the leftmost particle around the ring gives a fermion sign \((-1)^{N-1}\), which cancels the sign of the cyclic permutation. The amplitudes satisfy \(\Phi_{a,\rm rest}=e^{ik_aL}\Phi_{{\rm rest},a}\). Hence \(e^{-ik_aL}\) is the eigenvalue of the product of \(S_{ab}\) that takes \(a\) past all others. Starting from the order \(N,\dots,1\), cyclic rotations change \(\Phi\) by phases, so one vector serves for every \(a\).

To diagonalize these products, introduce an auxiliary spin 0 and

\[
T(v)=R_{01}(v-k_1)\cdots R_{0N}(v-k_N)=\begin{pmatrix}\mathcal A&\mathcal B\\ \mathcal C&\mathcal D\end{pmatrix}.
\]

Since \(R_{0j}(0)=ic\Pi_{0j}\), the trace \(\mathcal A+\mathcal D\) at \(v=k_j\) is the required product times \(ic\prod_{l\ne j}(k_j-k_l+ic)\). The identity for \(R\) carries over to \(T\); in components,

\[
(v-w)[T_{ij}(v),T_{kl}(w)]=ic\,[T_{kj}(w)T_{il}(v)-T_{kj}(v)T_{il}(w)].
\]

It follows that the \(\mathcal B\)'s commute, and

\[
\mathcal A(v)\mathcal B(w)=\frac{v-w-ic}{v-w}\mathcal B(w)\mathcal A(v)+\frac{ic}{v-w}\mathcal B(v)\mathcal A(w),
\]
\[
\mathcal D(v)\mathcal B(w)=\frac{v-w+ic}{v-w}\mathcal B(w)\mathcal D(v)-\frac{ic}{v-w}\mathcal B(v)\mathcal D(w).
\]

On the all-up state, \(\mathcal A\) and \(\mathcal D\) have eigenvalues \(a(v)=\prod_j(v-k_j+ic)\) and \(d(v)=\prod_j(v-k_j)\). Each \(\mathcal B(w_\alpha)\) lowers one spin. Moving \(\mathcal A+\mathcal D\) through \(\prod_{\alpha=1}^M\mathcal B(w_\alpha)\), the first terms give the eigenvalue

\[
a(v)\prod_\alpha\frac{v-w_\alpha-ic}{v-w_\alpha}+d(v)\prod_\alpha\frac{v-w_\alpha+ic}{v-w_\alpha}.
\]

The terms in which \(\mathcal B(v)\) replaces \(\mathcal B(w_\alpha)\) cancel if

\[
\frac{a(w_\alpha)}{d(w_\alpha)}=\prod_{\beta\ne\alpha}\frac{w_\alpha-w_\beta+ic}{w_\alpha-w_\beta-ic}.
\]

To see this, place \(\mathcal B(w_\alpha)\) first, which is allowed because they commute. Set \(w_\alpha=\lambda_\alpha-ic/2\). Since \(d(k_j)=0\), the two conditions become

\[
e^{ik_jL}=\prod_{\alpha}\frac{k_j-\lambda_\alpha+ic/2}{k_j-\lambda_\alpha-ic/2},
\]
\[
\prod_j\frac{\lambda_\alpha-k_j+ic/2}{\lambda_\alpha-k_j-ic/2}=\prod_{\beta\ne\alpha}\frac{\lambda_\alpha-\lambda_\beta+ic}{\lambda_\alpha-\lambda_\beta-ic}.
\]

Using \((x+i)/(x-i)=e^{i(\pi-2\arctan x)}\), their logarithms are

\[
k_jL=2\pi I_j-\sum_\alpha2\arctan\frac{2(k_j-\lambda_\alpha)}c,
\]
\[
\sum_j2\arctan\frac{2(\lambda_\alpha-k_j)}c=2\pi J_\alpha+\sum_\beta2\arctan\frac{\lambda_\alpha-\lambda_\beta}c .
\]

For the ground state with \(N=2M\), I take consecutive \(I_j\) and \(J_\alpha\), symmetric about zero. This fits a periodic ring for odd \(M\) and an antiperiodic one for even \(M\). The assignment is adopted rather than proved here. It is tested for two up and two down fermions at \(n=1,\gamma=2\): extrapolated plane-wave diagonalization gives 2.7188 hartree and the Bethe equations 2.7189 hartree.

## One integral equation

For a large ring, let \(\rho(k)\) and \(\sigma(\lambda)\) be the root densities per length. Differentiating the logarithmic equations, with \(a_m(x)=(1/2\pi)\,mc/[(mc/2)^2+x^2]\), gives

\[
\rho(k)=\frac1{2\pi}+\int_{-\infty}^{\infty}a_1(k-\lambda)\sigma(\lambda)d\lambda,
\]
\[
\sigma(\lambda)+\int_{-\infty}^{\infty}a_2(\lambda-\lambda')\sigma(\lambda')d\lambda'=\int_{-Q}^{Q}a_1(\lambda-k)\rho(k)dk .
\]

Each \(a_m\) has unit area. Integrating the second equation gives \(2n_\downarrow=n\), so the infinite range of \(\lambda\) means zero polarization.

The Fourier transform of \(a_m\) is \(e^{-mc|\omega|/2}\). With \(\rho=0\) outside \([-Q,Q]\) on the right side, \(\hat\sigma=\hat\rho/[2\cosh(c\omega/2)]\). Substitution yields

\[
\rho(k)=\frac1{2\pi}+\int_{-Q}^{Q}R(k-k')\rho(k')dk',\qquad
R(x)=\frac1\pi\int_0^\infty\frac{\cos\omega x}{1+e^{c\omega}}d\omega,
\]
\[
n=\int_{-Q}^{Q}\rho\,dk,\qquad n\varepsilon=\int_{-Q}^{Q}\frac{k^2}{2}\rho\,dk .
\]

For fast evaluation, expand \(1/(1+e^{c\omega})=\sum_{m\ge1}(-1)^{m-1}e^{-mc\omega}\) and integrate. With \(y=x/c\),

\[
R=\frac1{\pi c}\,{\rm Re}\sum_{m\ge1}\frac{(-1)^{m-1}}{m+iy}
=\frac{1}{2\pi c}{\rm Re}\left[\psi\!\left(1+\frac{iy}2\right)-\psi\!\left(\frac12+\frac{iy}2\right)\right],
\]

where pairing odd and even \(m\) produces the difference of digamma functions \(\psi\). The nearest poles lie at \(x=\pm ic\).

## Quadrature and root search

Measure momenta in units of \(Q\), and put \(\alpha=c/Q\), \(\nu=n/Q\). Then \(\gamma=\alpha/\nu\). With Gauss-Legendre nodes \(k_i\) and weights \(w_i\) on \([-1,1]\), solve

\[
\sum_j[\delta_{ij}-R_\alpha(k_i-k_j)w_j]f_j=s_i
\]

for the sources \(s=1\) and \(s=k^2/2\). Call the solutions \(f_0,f_2\); then \(\rho=f_0/2\pi\).

The root for a requested \(\gamma\) has a safe bracket. The transform of \(R\) is \(e^{-c|\omega|/2}/[2\cosh(c\omega/2)]\), a product of transforms of positive functions, so \(R>0\); its total area is \(1/2\). Hence \(1/2\pi<\rho<1/\pi\), \(1/\pi<\nu<2/\pi\), and

\[
\gamma/\pi<\alpha<2\gamma/\pi .
\]

The root is unique: at fixed \(c\), enlarging \(Q\) adds positive terms to the iterated integral equation, so \(n\) increases and \(\gamma\) decreases.

The chemical potential needs no differentiation. At fixed \(\mu\), define \(\kappa=k^2/2-\mu+\int_{-Q}^{Q}R\kappa\). Symmetry of \(R\) gives the grand potential per length \(G=\int(k^2/2-\mu)\rho\,dk=(1/2\pi)\int\kappa\,dk\). Differentiating the equation for \(\kappa\),

\[
\partial_Q\kappa(k)=[R(k-Q)+R(k+Q)]\kappa(Q)+\int_{-Q}^{Q}R(k-k')\partial_Q\kappa(k')dk'.
\]

The same symmetry gives \((1/2\pi)\int\partial_Q\kappa\,dk=2\kappa(Q)[\rho(Q)-1/2\pi]\). Adding the end-point contribution \(\kappa(Q)/\pi\) gives \(dG/dQ=2\rho(Q)\kappa(Q)\). Stationarity requires \(\kappa(Q)=0\), so in scaled units \(\mu=f_2(1)/f_0(1)\). The edge values follow by inserting the nodal solution into the integral equation at \(k=1\). Then

\[
v_c=\frac{d(n\varepsilon_c)}{dn}=\mu-\frac{\pi^2n^2}{8}-\frac{gn}{2}.
\]

```text
function GAS(gamma):
    N = 40 + floor(32/gamma)
    k, w = GaussLegendre(N) on [-1,1]
    function SCALED(alpha):
        M[i,j] = delta[i,j] - R(k[i]-k[j]; alpha)*w[j]
        solve M f0 = 1,  M f2 = k^2/2
        nu = sum(w*f0)/(2*pi)
        E  = sum(w*k^2*f0)/(4*pi)
        f0edge = 1   + sum(w*R(1-k; alpha)*f0)
        f2edge = 1/2 + sum(w*R(1-k; alpha)*f2)
        return nu, E, f2edge/f0edge
    find alpha in [gamma/pi, 2*gamma/pi]
        such that alpha/nu(alpha) = gamma
    nu, E, mu = SCALED(alpha)
    return e = E/nu^3, mu/n^2 = mu/nu^2
```

Each trial \(\alpha\) costs \(O(N^2)\) kernel evaluations and \(O(N^3)\) for the dense solve. The integrand is analytic up to distance \(\alpha\) from the real axis, so the Gauss error falls roughly as \(e^{-2N\,{\rm arsinh}\,\alpha}\). At weak coupling \(\alpha\simeq2\gamma/\pi\), which explains \(N\propto1/\gamma\). Adding 60 nodes at \(\gamma=0.2\) and 2 changes \(e\) by at most \(2.1\times10^{-14}\).

## Weak-coupling value

Second-order perturbation theory checks the Bethe result independently. An up-down pair with total momentum \(P\) scatters from relative momentum \(p\) to \(p'\), where the single momenta are \(P/2\pm p\). The matrix element is \(g/L\) and the energy rise is \(p'^2-p^2\). Both initial states are occupied if \(|p|<k_F-|P|/2\). Both final states are empty if \(|p'|>k_F+|P|/2\). Thus

\[
\frac{E_2}{L}=-\frac{g^2}{(2\pi)^3}\int dP\,dp\,dp'\,\frac1{p'^2-p^2}.
\]

Set \(u=|P|/2k_F\) and measure \(p,p'\) in units of \(k_F\). The signs of \(P,p,p'\) and \(dP=2k_F\,du\) give a factor 16:

\[
\frac{E_2}{L}=-\frac{2g^2k_F}{\pi^3}J,\qquad
J=\int_0^1du\int_0^{1-u}dp\int_{1+u}^{\infty}\frac{dp'}{p'^2-p^2}.
\]

The inner integral is \({\rm artanh}[p/(1+u)]/p\). Put \(p=(1+u)q\) and exchange the order; the condition \(q<(1-u)/(1+u)\) is \(u<(1-q)/(1+q)\). Hence

\[
J=\int_0^1\frac{{\rm artanh}\,q}{q}\frac{1-q}{1+q}\,dq
=-\int_0^1\frac{u\ln u}{1-u^2}\,du .
\]

The last form uses the new variable \(u=(1-q)/(1+q)\), for which \({\rm artanh}\,q=-\frac12\ln u\). Expanding \(1/(1-u^2)\) gives \(J=\sum_{m\ge0}(2m+2)^{-2}=\pi^2/24\). Dividing by \(n=2k_F/\pi\),

\[
\varepsilon_c\to-\frac{g^2J}{\pi^2}=-\frac{g^2}{24}\qquad(\gamma\to0).
\]

This is the leading order. Extrapolating the Bethe data to \(\gamma=0\) gives \(\varepsilon_c/g^2=-0.041667\), with a fitted initial slope of 0.0062 in \(\gamma\). Explicit ring sums with 3 and 11 particles per spin also give \(-0.041667\), as does the two-particle ring above.

## Strong-coupling limit

For \(c\gg Q\), expand the cosine in \(R\). Since \(\int_0^\infty dt/(1+e^t)=\ln2\) and \(\int_0^\infty t^2dt/(1+e^t)=\frac32\zeta(3)\),

\[
R(x)=\frac{\ln2}{\pi c}-Ax^2+O(x^4/c^5),\qquad A=\frac{3\zeta(3)}{4\pi c^3}.
\]

With the constant term alone, \(\rho=r_0=1/2\pi+n\ln2/(\pi c)\). From \(n=2Qr_0\),

\[
Q_0=\frac{\pi n}{1+2\ln2/\gamma},\qquad \varepsilon\simeq\frac{Q_0^2}{6}.
\]

To first order in \(A\), \(\rho=r_0-An(k^2+Q^2/3)\). Integration gives

\[
n=2Qr_0-\tfrac43AnQ^3,\qquad
n\varepsilon=\tfrac13Q^3r_0-\tfrac{14}{45}AnQ^5 .
\]

Eliminating \(r_0\) from the energy gives \(\varepsilon=Q^2/6-\frac4{45}AQ^5\). The density equation gives \(Q^2=Q_0^2(1+\frac83AQ_0^3)\). Together,

\[
\varepsilon\simeq\frac{Q_0^2}{6}+\frac{16}{45}AQ_0^5 .
\]

At \(\gamma=200\) the computed remainder beyond \(Q_0^2/6\) is \(3.769\times10^{-6}n^2\), against \(3.771\times10^{-6}n^2\) predicted. The limit \(\varepsilon\to\pi^2n^2/6\) is the energy of spinless free fermions at density \(n\): infinite repulsion excludes contact for every spin pair. Expanding \(Q_0^2/6\),

\[
\varepsilon_c=-\frac{gn}4+\frac{\pi^2n^2}{8}-\frac{2\pi^2\ln2}{3}\frac{n^3}{g}+O(n^4/g^2).
\]

## Table and interpolation

Direct interpolation of \(\varepsilon_c\) must span quadratic and linear growth in \(g\). Factor out both:

\[
\varepsilon_c=-\frac{g^2n}{4(6n+g)}s(t),\qquad t=\frac{g}{6n+g}=\frac{\gamma}{6+\gamma}.
\]

The two limits require \(s(0)=s(1)=1\). A cubic spline through 20 equally spaced nodes, including these ends, supplies \(s\). Let \(b=6n+g\). Since \(d(n^2/b)/dn=(6n^2+2gn)/b^2\) and \(dt/dn=-6t^2/g\),

\[
v_c=-\frac{g^2}{4}\left[\frac{6n^2+2gn}{b^2}s-\frac{6n^2t^2}{gb}s'(t)\right].
\]

Representative direct solutions are:

| \(\gamma\) | \(\varepsilon/n^2\) | \(\varepsilon_c/g^2\) | \(s\) |
|---:|---:|---:|---:|
| 0.1 | 0.43582 | −0.04106 | 1.0018 |
| 1 | 0.62495 | −0.03629 | 1.0160 |
| 10 | 1.28387 | −0.01627 | 1.0415 |
| 200 | 1.62237 | −0.00122 | 1.0051 |

At the 11 tested couplings from 0.1 to 200, the spline errors are below \(10^{-6}\), relative to \(\varepsilon_c\) and \(v_c\) respectively.

Setting \(s=1\) gives a closed formula whose error at the nodes is at most about 4% of \(\varepsilon_c\). It should not be used for total energies at low density. The strong-coupling expansion gives \(s-1\simeq(6-\pi^2/2)/\gamma\), so the energy error tends to \((6-\pi^2/2)n^2/4\simeq0.27n^2\), about 16% of the total \(\pi^2n^2/6\). The small relative error in \(\varepsilon_c\) hides this because correlation nearly cancels the large mean-field term.

## Worked example

Take \(n=0.5\) bohr\(^{-1}\) and \(g=1\) hartree·bohr, so \(\gamma=2\). The rule gives \(40+16=56\) nodes. The root is \(\alpha=0.90600\), hence \(Q=g/\alpha=1.10375\) bohr\(^{-1}\). The table function at this coupling is \(e=0.78285\), and

\[
\varepsilon=0.25\times0.78285=0.19571\ \text{hartree}.
\]

The free kinetic energy is 0.10281 hartree and Hartree plus exchange is 0.12500 hartree. Therefore

\[
\varepsilon_c=0.19571-0.10281-0.12500=-0.03210\ \text{hartree}=-0.873\ \text{eV}.
\]

This is 77% of the weak-coupling value \(-1/24=-0.04167\) hartree. The potential is \(v_c=-0.03957\) hartree. The spline reproduces both numbers to the digits shown.

## Failure modes

- **Very small \(\gamma\).** The matrix grows as \(1/\gamma\), and forming \(\varepsilon_c/g^2\) multiplies the rounding error of \(e\) by \(1/\gamma^2\). That error itself grows as \(\gamma\) falls, so the noise in \(\varepsilon_c/g^2\) rises faster than \(1/\gamma^2\), from about \(10^{-13}\) at \(\gamma\approx0.4\) to about \(5\times10^{-11}\) at \(\gamma\approx0.05\) in double precision. Use the spline, whose end point is the perturbative limit.
- **Very large \(\gamma\).** Adding \(\varepsilon_c\) to \(gn/4\) loses digits. If the total energy is wanted, use the strong-coupling expansion of \(\varepsilon\) directly.
- **Too few nodes.** A kernel of width \(\alpha\) that falls between nodes is not resolved by the quadrature, and the factor \(e^{-2N\,{\rm arsinh}\,\alpha}\) is no longer small. Repeat with more nodes before accepting a table.
- **Outside the model.** The equations above assume \(g>0\) and zero polarization. Attraction binds pairs and changes the root pattern; polarization makes the range of \(\lambda\) finite.
- **Inhomogeneous systems.** The local-density approximation (LDA) evaluates \(\varepsilon_c\) at the local density. The numerical checks establish the uniform-gas input, not the accuracy of that approximation where the density varies rapidly.

## Computed results

```
Tests at gamma = 2, n = 1 (energies in hartree)
4 fermions, diagonalization, total: 2.71882
4 fermions, Bethe equations, total: 2.71887
ring of 34, per particle: 0.7814272
ring of 66, per particle: 0.7824746
rings extrapolated, per particle: 0.7828530
integral equation, per particle: 0.7828529
down-spin fraction, coupled equations: 0.500000000
largest change on adding 60 nodes: 2.1e-14
Weak coupling, eps_c/g^2 (atomic units)
perturbation sum, 3 per spin: -0.04166667
perturbation sum, 11 per spin: -0.04166667
Bethe data extrapolated to gamma=0: -0.04166657
-1/24: -0.04166667
fitted slope in gamma: 0.00617
Strong coupling, gamma = 200, eps/n^2 (dimensionless)
integral equation: 1.622369130
constant-kernel formula: 1.622365360
remainder, computed: 3.7693e-06
remainder, predicted: 3.7705e-06
infinite-coupling value pi^2/6: 1.644934067
Table (all columns dimensionless)
gamma  eps/n^2  eps_c/n^2  eps_c/g^2  v_c/n^2  s
0.1 0.4358229 -0.0004106 -0.0410588 -0.0004166 1.00184
0.2 0.4596148 -0.0016187 -0.0404687 -0.0016653 1.00362
0.5 0.5265347 -0.0096989 -0.0387954 -0.0103677 1.00868
1.0 0.6249465 -0.0362870 -0.0362870 -0.0409927 1.01604
2.0 0.7828529 -0.1283806 -0.0320951 -0.1582655 1.02704
5.0 1.0697329 -0.5915006 -0.0236600 -0.8552099 1.04104
10.0 1.2838698 -1.6273637 -0.0162736 -2.6566073 1.04151
20.0 1.4413116 -3.9699219 -0.0099248 -7.0891103 1.03218
50.0 1.5575943 -11.3536392 -0.0045415 -21.6443280 1.01729
100.0 1.6002871 -23.8109465 -0.0023811 -46.4765160 1.00958
200.0 1.6223691 -48.7888644 -0.0012197 -96.3889179 1.00505
spline: nodes 20, largest s at nodes 1.04269
largest relative energy error of spline: 5.6e-07
largest relative potential error: 9.8e-07
Worked example
n = 0.50 bohr^-1, g = 1.00 hartree bohr
gamma = 2.00, alpha = 0.9060031 (dimensionless)
Fermi edge Q: 1.1037490 bohr^-1
quadrature nodes: 56
total energy per particle: 0.1957132 hartree
free kinetic energy per particle: 0.1028084 hartree
Hartree plus exchange per particle: 0.1250000 hartree
correlation per particle: -0.0320951 hartree
correlation per particle: -0.87335 eV
correlation potential: -0.0395664 hartree
spline correlation per particle: -0.0320951 hartree
spline correlation potential: -0.0395664 hartree
```
